Depolarising field of a ferroelectric film behind a thin nonpolar layer

**A case that can be seen through**

Take two parallel metal plates joined by a wire, with the space between them filled by two slabs of the same relative permittivity ε. The lower slab, of thickness d_i, is nonpolar. The upper slab, of thickness d_f, also carries a fixed uniform polarisation P pointing up, away from the lower slab.

A uniform polarisation has bound charge on its faces: +P per unit area on the upper face and −P on the lower. The upper face lies on a metal plate, which supplies an equal and opposite charge at no distance, so it produces no field. What remains is a sheet of charge −P inside a uniform dielectric, at height d_i above the lower plate.

Let E_i and E_f be the upward fields in the lower and upper slabs. Across the sheet the field jumps by the charge over ε0ε, and the wire makes the total voltage zero:

E_f − E_i = −P/(ε0ε)

E_i d_i + E_f d_f = 0

The second equation gives E_i = −E_f d_f/d_i. Put into the first, it gives E_f (d_i + d_f)/d_i = −P/(ε0ε), so

E_f = −(P/ε0ε) d_i/(d_i + d_f).

The field opposes P, hence the name depolarising field. As the sheet approaches the lower plate, its countercharge gathers there, and less and less field crosses the upper slab. For d_i much smaller than d_f the field is proportional to d_i.

**The general statement**

Now let the layer have permittivity ε_i and the film ε_b. In the film

D = ε0ε_b E_f + P,

where P is the polarisation at zero field and ε_b describes the small linear response about that state. The result to be derived is

E_f = −P d_i / [ε0(ε_i d_f + ε_b d_i)].  (1)

It holds for ideal metal electrodes with equal work functions, no free charge at the inner interface or in the volume, and a single domain. With d_f, ε_i and P held fixed, its leading term for small d_i is

E_f ≈ −P d_i/(ε0ε_i d_f).  (2)

"Vanishes linearly" thus describes the limit of a thin layer, not the whole curve.

**First derivation: Gauss's law and the closed loop**

All quantities depend on height alone. Without free charge in the volume, Gauss's law makes D constant within each slab, and since the permittivities and P are uniform, each field is uniform too. Without free charge at the inner interface, D is also continuous there:

ε0ε_i E_i = ε0ε_b E_f + P.

The electrodes are at the same potential, so E_i d_i + E_f d_f = 0, or E_i = −E_f d_f/d_i. Substitution gives

−ε0ε_i E_f d_f/d_i = ε0ε_b E_f + P.

Multiply by d_i and collect the terms in E_f:

−ε0 E_f (ε_i d_f + ε_b d_i) = P d_i.

Division gives (1). The field in the layer follows from the loop condition:

E_i = P d_f/[ε0(ε_i d_f + ε_b d_i)].

This field does not vanish with the layer. For d_i → 0 it tends to P/(ε0ε_i). The voltage E_i d_i is what vanishes, and the film, which must carry the opposite voltage over its fixed thickness, loses its field for that reason.

**Second derivation: the charge that minimises the energy**

The loop condition can be replaced by an energy argument. Let Q be the free charge per unit area on the lower plate, with −Q on the upper. Gauss's law gives D = Q in both slabs, so

E_i = Q/(ε0ε_i),  E_f = (Q − P)/(ε0ε_b).

With P held fixed, the energy per unit area stored in the fields is

u(Q) = ½ε0ε_i E_i² d_i + ½ε0ε_b E_f² d_f
= Q² d_i/(2ε0ε_i) + (Q − P)² d_f/(2ε0ε_b).

The wire lets charge pass between the plates and supplies no energy. Charge flows, losing energy to resistance, until u is least:

du/dQ = Q d_i/(ε0ε_i) + (Q − P) d_f/(ε0ε_b) = 0.

The second derivative, d_i/(ε0ε_i) + d_f/(ε0ε_b), is positive, so this is a minimum. Multiplying by ε0ε_iε_b gives Q(ε_b d_i + ε_i d_f) = P ε_i d_f, hence

Q = P ε_i d_f/(ε_i d_f + ε_b d_i),

Q − P = −P ε_b d_i/(ε_i d_f + ε_b d_i).

Dividing Q − P by ε0ε_b gives (1) again. Here the depolarising field appears as a shortfall of screening: the plates carry less charge than P, by the fraction ε_b d_i/(ε_i d_f + ε_b d_i), because full screening would cost too much field energy in the layer.

The energy at the minimum follows from the loop condition, which du/dQ = 0 reproduces. With E_i d_i = −E_f d_f,

U = ½E_f d_f (ε0ε_b E_f − ε0ε_i E_i) = −½P E_f d_f = ½P|E_f|d_f,  (3)

where the bracket equals −P by continuity of D.

**What each derivation assumes**

Both use Gauss's law, planar symmetry, constant permittivities, a uniform P and the absence of free charge in the volume and at the inner interface. The first then needs only equal electrode potentials. It does not ask how P came about, so it also serves for a hysteretic film, provided P is the polarisation the present state would have at zero field and the response about that state is linear. The total polarisation under field must not be used for P, because ε_b already counts its induced part.

The second needs more: the linear response must have a stored energy, which rules out hysteresis in it but not loss while the charge settles, and P must stay frozen meanwhile. In return it shows that the charge distribution is stable, gives the energy (3), and can be extended by adding the film's own energy. It does not show that P itself is stable; that requires a model of the material.

**How far the linear law reaches**

Define x = ε_b d_i/(ε_i d_f). Dividing numerator and denominator of (1) by ε_i d_f gives

E_f = −(P/ε0ε_b) x/(1 + x).

The linear law (2) is the same expression without the denominator 1 + x. It therefore overestimates |E_f| by the fraction x of the true value. Since ln|E_f| = constant + ln x − ln(1 + x), the logarithmic slope is

d ln|E_f| / d ln d_i = 1 − x/(1 + x) = 1/(1 + x),

which tends to 1 for a thin layer. In the opposite limit, x ≫ 1, the field saturates at −P/(ε0ε_b), the value for a film whose plates carry no charge. Thinning the film at fixed d_i also raises x and moves it towards this limit.

**A worked example**

Take d_f = 10 nm, d_i = 2 nm, ε_b = 30, ε_i = 40 and P = 10 µC/cm². Then x = 30 × 2/(40 × 10) = 0.15, and P/(ε0ε_b) = 3.765 MV/cm. Hence

E_f = −3.765 × 0.15/1.15 = −0.491 MV/cm.

A numerical solution of Poisson's equation with these inputs gives the same value. The linear law gives −0.565 MV/cm, 15% too large in magnitude. The layer field is 0.491 × 10/2 = 2.46 MV/cm, and the voltage across the layer is 0.491 V. With P = 0.1 C/m², (3) gives U = ½ × 0.1 × 0.491 J/m², or 24.6 mJ/m².

With all else fixed, a layer of 0.5 nm gives −0.136 MV/cm against −0.141 from the linear law, and one of 4 nm gives −0.869 against −1.129. The 4 nm value holds only for a frozen P: its magnitude exceeds the 0.75 MV/cm at which the yielding film treated below switches uniformly, and that film gives −0.730. The logarithmic slope at 2 nm is 0.87. A layer thinner than a lattice spacing has no permittivity of its own, so the limit d_i → 0 belongs to the continuum model.

**When the field does not vanish**

In a real electrode the screening charge occupies a finite depth. If the potential decays exponentially over a length λ in a medium of permittivity ε_m, the field at its surface is D/(ε0ε_m) and the voltage drop is Dλ/(ε0ε_m) = Ds/ε0, with s = λ/ε_m. Let both electrodes have the same s, let the inner interface carry free charge σ per unit area, and let V be the electrostatic potential of the lower electrode minus that of the upper.

The displacement is now D_f = ε0ε_b E_f + P in the film and D_i = D_f − σ in the layer. Adding the drops from bottom to top gives

D_i s/ε0 + D_i d_i/(ε0ε_i) + E_f d_f + D_f s/ε0 = V.

With a = s + d_i/ε_i, the first two terms are (D_f − σ)a/ε0. Inserting D_f and collecting E_f,

E_f [d_f + ε_b(a + s)] = V − [P(a + s) − σa]/ε0.  (4)

For V = 0 and σ = 0 the electrodes enter through a + s = (d_i + 2sε_i)/ε_i. They act like an extra thickness 2sε_i of the layer, which remains when d_i = 0.

For s = 0.01 nm this extra thickness is 0.8 nm. The example's field becomes −0.653 MV/cm, and −0.213 MV/cm remains at d_i = 0. For s = 0.05 nm the extra thickness is 4 nm, twice the real layer, and the two fields are −1.168 and −0.869 MV/cm. The linear vanishing thus fails with imperfect electrodes and, as the next case shows, with unequal work functions, unless the two happen to cancel. By (4), with σ = 0 the field at d_i = 0 is zero when V = 2Ps/ε0, which is 0.23 V for s = 0.01 nm; the same V doubles the residual field when P is reversed.

Unequal work functions act through V. With ideal electrodes, V = 0.2 V adds 0.2 V/11.5 nm = 0.174 MV/cm to E_f, where 11.5 nm is d_f + ε_b d_i/ε_i. This weakens the depolarising field; the opposite sign of V strengthens it.

Interface charge behaves differently. With ideal electrodes and V = 0, (4) contains P − σ in place of P: the slope changes, but the field still vanishes at d_i = 0. Positive charge compensates the bound charge −P. A density of 10¹³ elementary charges per cm² supplies 1.60 µC/cm² and reduces |E_f| from 0.491 to 0.412 MV/cm. Full cancellation needs 6.2 × 10¹³ per cm².

Such charge can arise when electrons leave interface traps for the lower electrode. For a barrier of height B and mass m, the tunnelling time is estimated as exp(2S)/ν, where S is the integral of √[2m(B − eE_i z)]/ħ across the layer and ν is an attempt rate. With B = 2 eV, m = 0.3 electron masses and ν = 10¹³ per second, it is about 3 × 10⁻⁷ s. The estimate is exponentially sensitive to the barrier. For these inputs, slow tunnelling cannot justify the neglect of σ over longer times; the neglect then requires that traps able to give up electrons be scarce.

**A polarisation that yields**

The energy method shows what happens when P is not frozen. Let p be the total polarisation of the film, including its induced part, so that D = ε0E_f + p. Give the film the energy density

g(p) = −p²/(4χε0) + p⁴/(8χε0P²),  χ = ε_b − 1.

Its derivative is the field in the material,

g′(p) = −(p/2χε0)(1 − p²/P²),

which vanishes at p = P. There g″ = 1/(ε0χ), so the small-signal permittivity is 1 + χ = ε_b, as before. The field energy is (3) with P replaced by p and ε_b by 1:

U(p) = p² d_i d_f/[2ε0(ε_i d_f + d_i)].

Minimising g d_f + U over p and dividing by p d_f/ε0 gives

−(1 − p²/P²)/(2χ) + d_i/(ε_i d_f + d_i) = 0,

p = P √[1 − 2χd_i/(ε_i d_f + d_i)].

The field is E_f = −p d_i/[ε0(ε_i d_f + d_i)]. To compare it with the fixed-P result, put w = d_i/(ε_i d_f). Its ratio to the linear law is √[1 − 2χw/(1 + w)]/(1 + w) = 1 − χw − w + terms in w². Since χ + 1 = ε_b, this is 1 − x to first order, as is 1/(1 + x). The fixed-P formula therefore gives both the linear term and the first correction to it.

In the example p = 8.43 µC/cm² and E_f = −0.474 MV/cm, so the fixed-P field is about 4% too large in magnitude. The uniform polar state ends when the root reaches zero, at d_i = ε_i d_f/(2χ − 1) = 400/57 nm = 7.0 nm.

**Domains**

The energy (3) can also be reduced by dividing the film into stripes of alternating polarisation. Take equal stripes of width W with thin vertical walls, the same |P| in each stripe, and isotropic permittivities. The sheet charge is then a square wave with amplitudes 4P/(πn) at wavenumbers k = nπ/W, n odd.

For one harmonic, the potential varies as a hyperbolic sine from each grounded plate to the interface. The jump of D gives the interface potential as the charge divided by

K(k) = ε0k[ε_i coth(kd_i) + ε_b coth(kd_f)].

The energy is half the average of charge times potential, and the average of a squared cosine is ½:

U(W) = Σ (4P/πn)²/[4K(nπ/W)], n odd.

Each stripe adds one wall of area d_f per unit length, so walls of energy γ per unit area cost γd_f/W. The uniform state is lower if

γ > [U − U(W)]W/d_f.

Over the widths sampled from 2 to 400 nm, the right side rises to 9.9 mJ/m² by about 20 nm and then stays practically constant, so the width listed in the output for its maximum has no meaning of its own. For wide stripes U − U(W) is 1/W² times a sum over wavenumbers spaced by 2π/W. That sum grows as W, so the right side levels off to a constant. The value 9.9 mJ/m² is thus the requirement over the sampled widths, not a proven bound for every pattern.

**The numbers beside real films**

The parameters lie in the regime of thin fluorite-structure ferroelectric oxides grown by atomic layer deposition; they are rough and describe no particular compound. A film thickness near 10 nm is typical. The polarisation is on the low side, and ε_i = 40 suits a nonpolar layer of a similar high-permittivity oxide; many interfacial oxides have lower values.

This choice matters. The layer field is 0.61 of a rough breakdown field of 4 MV/cm. With ε_i = 10 and the same P, the thin-layer limit P/(ε0ε_i) would rise fourfold from 2.8 MV/cm to about 11 MV/cm, far above the rough breakdown field. That limit supposes a film that keeps its P. At d_i = 2 nm and ε_i = 10 the yielding film described above would have no uniform polar state, since its end point ε_i d_f/(2χ − 1) is then 1.8 nm. The fields also scale with P. At 20 µC/cm², even with ε_i = 40, the layer field of the example would be 4.9 MV/cm, above the rough breakdown field. With fixed P and no compensating charge, the layer field of the example reaches the rough breakdown field at about 16 µC/cm², so the example does not carry over to films more strongly polar than that.

The depolarising field is 0.49 of a rough coercive field of 1 MV/cm. With P held fixed, imperfect electrode screening raises it from 0.49 to 0.65 or 1.17 MV/cm for the two assumed values of s. The upper value exceeds both the rough coercive field and the 0.75 MV/cm at which the yielding film of the previous model switches uniformly, so a fixed P is no longer a sound approximation there. With d_i + 2sε_i = 6 nm in place of d_i, the formulas for the yielding film give p = 3.8 µC/cm² and a depolarising field of only 0.63 MV/cm: the film loses much of its polarisation instead of bearing the larger field. Thinning the interfacial layer lowers the depolarising field in this model at fixed film thickness and polarisation, but the gain is limited once d_i falls below about 2sε_i, where the electrodes supply most of the remaining field. The condition of fixed polarisation matters. For s = 0.05 nm the fixed-P field at d_i = 0, 0.87 MV/cm, still exceeds 0.75 MV/cm, and in the uniform yielding film thinning the layer raises the field, from 0.63 MV/cm at 2 nm to 0.75 at 0.5 nm and 0.73 at zero thickness, because p recovers. For s = 0.01 nm the yielding film follows the rule, its field falling from 0.61 to 0.21 MV/cm. Meanwhile the field in the layer itself rises, for ideal electrodes from 2.5 MV/cm in the example towards 2.8 MV/cm. The main computed values are in the numerical output below.

Numbers as computed

```
INPUTS (rough, round)
film thickness d_f = 10.0 nm
nonpolar layer thickness d_i = 2.0 nm
permittivities: film 30, layer 40
polarisation P = 10.0 uC/cm2
IDEAL CAPACITOR
ratio x = 0.1500
open-circuit field -P/(eps0 eps_b) = -3.765 MV/cm
film field E_f = -0.4910 MV/cm
same from Poisson solver = -0.4910 MV/cm
linear law = -0.5647 MV/cm
layer field E_i = 2.455 MV/cm
layer field for d_i -> 0 = 2.824 MV/cm
voltage across layer = 0.4910 V
field energy per area = 24.55 mJ/m2
log slope near d_i = 0 (solver) = 0.99989
log slope at the example (solver) = 0.8696
d_i (nm), E_f (MV/cm), linear law (MV/cm)
  0.5  -0.1361  -0.1412
  1.0  -0.2627  -0.2824
  2.0  -0.4910  -0.5647
  4.0  -0.8688  -1.1294
NEGLECTED EFFECTS (rough inputs)
screening length s = 0.01 nm per electrode:
  E_f = -0.653 MV/cm; at d_i = 0: -0.213 MV/cm
  both electrodes act like 0.80 nm of layer
screening length s = 0.05 nm per electrode:
  E_f = -1.168 MV/cm; at d_i = 0: -0.869 MV/cm
  both electrodes act like 4.00 nm of layer
potential difference V = 0.2 V
  adds 0.174 MV/cm to E_f
trapped charges = 1.0e+13 per cm2
  their charge = 1.60 uC/cm2
  E_f with them = -0.4124 MV/cm
density cancelling E_f = 6.24e+13 per cm2
barrier 2.0 eV, mass 0.3 m_e, 1e+13 /s
  tunnelling time through layer = 2.8e-07 s
breakdown field 4 MV/cm: E_i/it = 0.61
coercive field 1 MV/cm: |E_f|/it = 0.49
yielding film: total polarisation = 8.435 uC/cm2
  E_f = -0.4739 MV/cm
  its uniform switching field = 0.749 MV/cm
  uniform polar state ends at d_i = 7.02 nm
stripes lose if wall energy > 9.9 mJ/m2
  (largest at stripe width 400 nm, range 2-400 nm)
```
